# Normalization and source term of the Faulkner-Stocks Green function, part 2

We seek the Green function \(G=(E-H)^{-1}\) of \(H=-\frac{\hbar^2}{2m_e}\nabla^2+V\), \(V=\sum_nv_n\), in SI units. Each \(v_n\) is real, spherical about \(\mathbf R_n\) and zero beyond \(S_n\); the spheres do not overlap. For \(\operatorname{Im}E>0\), \(G\) is the only solution of \((E-H)G=\delta\) that decays at infinity (section 2). We write \(\kappa=2m_e/\hbar^2\), \(k=\sqrt{\kappa E}\), \(\operatorname{Im}k>0\), \(\mathbf R_{nm}=\mathbf R_n-\mathbf R_m\).

The \(Y_L\), \(L=(l,\mu)\), are real spherical harmonics and \(f_L(\mathbf x)=f_l(x)Y_L(\hat{\mathbf x})\). \(j_l\), \(y_l\), \(h_l=j_l+iy_l\) are spherical Bessel, Neumann and Hankel functions, at \(kx\) unless an argument is shown; their prime is the derivative in the argument.

For \(\mathbf r=\mathbf R_n+\mathbf x\), \(\mathbf r'=\mathbf R_m+\mathbf x'\), the aim is
\[G(\mathbf r,\mathbf r')=\sum_{LL'}Z^n_L(\mathbf x)\,\tau^{nm}_{LL'}\,Z^m_{L'}(\mathbf x')-\delta_{nm}\sum_L Z^n_l(x_<)\,J^n_l(x_>)\,Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf x}'), \tag{1}\]
where \(x_<\), \(x_>\) are the smaller and larger of \(x\), \(x'\), and the radial solutions \(Z_l\) (regular) and \(J_l\) join at \(S_n\)
\[Z_l\to \frac{j_l}{t_l}-i\kappa k\,h_l,\qquad J_l\to j_l . \tag{2}\]
For one spherical potential \(v\), radial Green function components obey
\[\partial_r\!\left(r^2\partial_r g_{LL'}\right)+\left[\kappa r^2(E-v)-l(l+1)\right]g_{LL'}=\kappa\,\delta(r-r')\,\delta_{LL'} . \tag{3}\]
\[\partial_r g_{LL'}\big|_{r'+0}-\partial_r g_{LL'}\big|_{r'-0}=\frac{\kappa}{r'^2}\,\delta_{LL'} . \tag{4}\]
For homogeneous solutions, \(W[f_1,f_2]=r^2(f_1\partial_rf_2-f_2\partial_rf_1)\) is constant, and
\[j_lh_l'-j_l'h_l=\frac{i}{z^2},\qquad W[j_l,h_l]=r^2\,k\,\frac{i}{(kr)^2}=\frac{i}{k}. \tag{5}\]
The free \(G_0\), with \(d=|\mathbf r-\mathbf r'|\), is
\[G_0(\mathbf r,\mathbf r')=-\frac{\kappa\,e^{ikd}}{4\pi d}=-i\kappa k\sum_L j_l(kr_<)\,h_l(kr_>)\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}'). \tag{6}\]
Between spheres, with Gaunt integrals \(C_{LL'L''}\) and \(g^{nn}=0\),
\[G_0=\sum_{LL'}j_L(\mathbf x)\,g^{nm}_{LL'}\,j_{L'}(\mathbf x'),\qquad g^{nm}_{LL'}=-4\pi i\kappa k\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}\,h_{L''}(\mathbf R_{nm}), \tag{8}\]
\[g^{nm}_{00,00}=-i\kappa k\,h_0(kR)=-\kappa\,\frac{e^{ikR}}{R}. \tag{9}\]
High terms of (8) behave as terms bounded by \(\binom{l+l'}{l}x^lx'^{l'}/R^{l+l'+1}\) (section 4).

For one sphere, with Green function \(G_n\), \(t^n=v_n+v_nG_nv_n\) and \(R_l=t_lZ_l\),
\[\int\!\!\int j_L\,t\,j_{L'}=\int j_L\,v\,R_{L'}\,d^3x=\delta_{LL'}t_l,\qquad t_l=\int_0^Sj_l(kr)\,v(r)\,R_l(r)\,r^2dr. \tag{11}\]
\[R_l(r)=j_l-i\kappa k\,t_l\,h_l,\qquad r\ge S. \tag{12}\]
\[\int_0^Sj_l\,v\,Z_l\,r^2dr=1. \tag{13}\]
\[t_l=\frac{k\,j_l'(kS)-\gamma_l\,j_l(kS)}{i\kappa k\,\left[k\,h_l'(kS)-\gamma_l\,h_l(kS)\right]}. \tag{14}\]
\[Z_l=\kappa k\,(y_l-j_l\cot\delta_l),\qquad r\ge S,\ E>0. \tag{15}\]
Here \(\gamma_l=\partial_rR_l/R_l\) at \(S\), and \(\delta_l\) is the phase shift. The scattering path matrix \(\tau\) and \(G\) obey
\[\tau^{nm}_{LL'}=t^n_l\delta_{nm}\delta_{LL'}+t^n_l\sum_{p,L''}g^{np}_{LL''}\tau^{pm}_{L''L'},\qquad \tau=(t^{-1}-g)^{-1} \tag{18}\]
\[G=\delta_{nm}G_n+\sum_{LL'}R^n_L\,\mathcal G^{nm}_{LL'}R^m_{L'}=\delta_{nm}G_n+\sum_{LL'}Z^n_L(\mathbf x)\left[\tau^{nm}_{LL'}-t^n_l\delta_{nm}\delta_{LL'}\right]Z^m_{L'}(\mathbf x'). \tag{22}\]
\(\mathcal G^{nm}\) excludes a last scattering at \(n\) and a first at \(m\). Units: \(t,\tau\) in \(\mathrm{J\,m^3}\); \(G,Z,g,\mathcal G\) in \(\mathrm{J^{-1}m^{-3}}\).

## 8. The single-sphere term and the function \(J\)

Let \(H_l\) be the radial solution that equals \(h_l\) for \(r\ge S\). The radial part of \(G_n\) is regular at the centre and decays at infinity, so it is \(c\,R_l(r_<)H_l(r_>)\), with jump \(c\,W[R_l,H_l]/r'^2\). The Wronskian is constant and may be evaluated outside, where (12) and \(W[h_l,h_l]=0\) reduce it to \(W[j_l,h_l]=i/k\). As in (6), \(c=-i\kappa k\):
\[
G_n=-i\kappa k\sum_LR_l(x_<)\,H_l(x_>)\,Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf x}'). \tag{23}
\]
By the uniqueness stated in section 2, a function with the right equation, jump and boundary behaviour is the Green function.

Let \(J_l\) be the radial solution that equals \(j_l\) for \(r\ge S\), obtained inside by integrating inward from the value \(j_l(kS)\) and the slope \(kj_l'(kS)\). Solving (2) for \(j_l\) gives \(j_l=t_lZ_l+i\kappa kt_lh_l\) outside. Two solutions of a linear second-order equation that agree in value and slope at \(S\) agree everywhere, so
\[
J_l=t_lZ_l+i\kappa k\,t_l\,H_l,\qquad\text{or}\qquad -i\kappa kH_l=Z_l-J_l/t_l. \tag{24}
\]
Then \(-i\kappa kR_l(x_<)H_l(x_>)=t_lZ_l(x_<)\,[Z_l(x_>)-J_l(x_>)/t_l]\), that is
\[
G_n=\sum_L\left[Z_l(x)\,t_l\,Z_l(x')-Z_l(x_<)J_l(x_>)\right]Y_L(\hat{\mathbf x})Y_L(\hat{\mathbf x}'), \tag{25}
\]
where the ordering is dropped in the symmetric first term. In (22) the term \(ZtZ\) of (25) cancels the term \(-ZtZ\), and (1) results. The units agree with no prefactor: \(Z\tau Z\) is \((\mathrm{J^{-1}m^{-3}})^2\,\mathrm{J\,m^3}\) and \(J\) is dimensionless. The constant \(\kappa\) sits inside \(Z\), \(t\) and \(g\).

A code that uses the length-valued \(\tilde t_l=\kappa t_l=-e^{i\delta_l}\sin\delta_l/k\) has \(\tilde\tau=\kappa\tau\) and \(\tilde Z=Z/\kappa=j/\tilde t-ikh\), and then \(G=\kappa(\tilde Z\tilde\tau\tilde Z-\tilde ZJ)\). In Rydberg units \(\kappa=1\) and the two conventions coincide, while in Hartree units \(\kappa=2\) and the factor must be kept. With complex harmonics, the harmonic of \(\hat{\mathbf x}'\) is conjugated and the radial functions are not.

## 9. The source discontinuity

The Wronskian of \(Z_l\) and \(J_l\) is evaluated at \(S\) from (2). The part \(j_l/t_l\) drops out against \(j_l\), and \(W[h_l,j_l]=-i/k\) by (5):
\[
W[Z_l,J_l]=r^2\left(Z_l\partial_rJ_l-J_l\partial_rZ_l\right)=(-i\kappa k)\left(-\frac ik\right)=-\kappa. \tag{26}
\]
It has this value at every radius, for every \(l\), energy and potential. For \(n=m\) the radial component of (1) is
\[
G_{LL'}(r,r')=Z_l(r)\,\tau^{nn}_{LL'}\,Z_{l'}(r')-\delta_{LL'}Z_l(r_<)J_l(r_>).
\]
The first term is a homogeneous solution in \(r\) with a continuous slope. The second is continuous at \(r=r'\), where both orderings give \(Z_l(r')J_l(r')\). Above \(r'\) it is \(-Z_l(r')J_l(r)\) with slope \(-Z_l\partial_rJ_l\), and below it is \(-Z_l(r)J_l(r')\) with slope \(-J_l\partial_rZ_l\). The difference is
\[
\partial_rG_{LL'}\big|_{r'+0}-\partial_rG_{LL'}\big|_{r'-0}=-\frac{W[Z_l,J_l]}{r'^2}\,\delta_{LL'}=+\frac{\kappa}{r'^2}\,\delta_{LL'}, \tag{27}
\]
which is (4). Each component therefore satisfies (3), and summing with \(Y_LY_{L'}\) restores \(\delta(\mathbf r-\mathbf r')\) by completeness. For \(n\ne m\) the points cannot coincide, and (1) has no source term. A sum cut at \(l_{\max}\) has as its source \(r^{-2}\delta(r-r')\sum_{l\le l_{\max}}Y_LY_L\), sharp in radius and smeared in angle.

Equation (26) also shows that \(J_l\) is irregular whenever \(Z_l\) is finite. Two regular solutions are proportional and have zero Wronskian, so joining the regular free function \(j_l\) at \(S\) makes \(J_l\) regular inside only at a zero of \(t_l\), where \(J_l=R_l\) by (12) and \(Z_l\) does not exist.

With the source at the centre and a bounded potential, \(Z_l(0)=0\) for \(l>0\) and only \(l=0\) remains in \(ZJ\). Near the centre \(J_0\approx b/r\), so \(W\to Z_0(0)\,r^2(-b/r^2)=-Z_0(0)\,b\), the other term \(r^2J_0\partial_rZ_0\) vanishing with \(r\). Thus \(Z_0(0)\,b=\kappa\), and with \(Y_{00}^2=1/4\pi\),
\[
\lim_{r\to0}r\,G(\mathbf r,\mathbf R_n)=-\frac{\kappa}{4\pi}, \tag{28}
\]
the singularity of \(G_0\) in (6).

The jump test has blind spots. It passes unchanged under \(Z\to cZ\), \(J\to J/c\), under \(J\to J+aZ\), and for any \(\tau\). The second freedom is harmless only if \(\tau_{LL}^{nn}\) is shifted by the same \(a\); the choice \(a=-t_l\) leads back to (22) and (23). An irregular function that joins \(y_l\) or \(h_l\), rescaled to the right Wronskian and combined with the unshifted \(\tau\), satisfies (27) and gives a wrong Green function. The scale of \(Z\) is tested by (13), and \(\tau\) by the integral equation of section 12.

## 10. Limits, failures and numerical practice

For an isolated sphere \(g=0\), \(\tau=t\), and (1) is (25). For vanishing potentials \(t_l\to0\), \(R_l\to j_l\) and \(H_l\to h_l\). Between sites \(Z\tau Z\to Zt\,g\,tZ=j\,g\,j\), which is (8), and on one site (23) becomes (6). In this limit \(Z\tau Z\) and \(ZJ\) each diverge as \(1/t_l\) and only their difference is finite. The same happens at an isolated zero of \(t_l\), for example \(\delta_l=\pi\). The singularity is removable, and near it one evaluates (22) and (23) with \(R\), \(H\) and \(\mathcal G=g+g\tau g\). Near a pole of \(t_l\), at a bound state of the single sphere, the situation is reversed: \(R_l\) diverges, while \(1/t_l\to0\) leaves \(Z_l\) finite, and \(\tau=(t^{-1}-g)^{-1}\) stays finite as long as \(t^{-1}-g\) is invertible, that is, unless the energy is also a bound state of the whole system (as it is for an isolated sphere, where \(\tau=t\) has the pole).

By (24), \(ZJ\) contains \(ZtZ\) exactly, order by order. At large \(l\) in a well of constant depth \(V_0\), \(R_l\approx j_l\) and (11) gives \(t_l\approx V_0k^{2l}S^{2l+3}/\{[(2l+1)!!]^2(2l+3)\}\), so \(Z_lt_lZ_l\approx(2l+3)(rr'/S^2)^l/(V_0S^3)\). Near the sphere radius these terms decay slowly, and at \(r=r'=S\) they grow. Both sums in (1) must therefore be cut at the same \(l_{\max}\). Higher single-sphere terms, if wanted, are added in the form (23).

The local density of states per spin is \(-\pi^{-1}\operatorname{Im}G(\mathbf r,\mathbf r)\). At real \(E>0\), \(Z\) and \(J\) are real and only \(Z\,(\operatorname{Im}\tau)\,Z\) contributes. On a complex contour \(ZJ\) has an imaginary part and must be kept. Its convergence at \(r=r'\) is slow. In a square well (end of this section) \(Z_lJ_l\) is the sum of \(A_lC_l\,j_ly_l=-\kappa q\,j_l(z)y_l(z)\), with \(z=qr\) and \(\operatorname{Im}q^2=\operatorname{Im}k^2\), and a term in \(j_l^2(qr)\) that falls geometrically with \(l\) for \(r<S\). The first two terms of the power series give \(j_ly_l\approx-[1+2z^2/((2l-1)(2l+3))]/((2l+1)z)\), so after the weight \((2l+1)/4\pi\) the imaginary parts fall as \(\operatorname{Im}k^2/l^2\), and the neglected tail falls only as \(1/l_{\max}\).

The proof uses (8) for \(\mathbf x\) against points of other spheres. It extends to points just outside sphere \(n\), with the outer forms (2), as long as \(x+S_p<R_{np}\) for all \(p\neq n\), likewise for \(x'\), and \(x+x'<R_{nm}\) when \(n\neq m\). It does not cover overlapping spheres. For non-spherical cell potentials \(Z\), \(J\) and \(t\) become matrices in \(L\), and the reordering behind (8) needs a separate argument. For a Hamiltonian that differs from its transpose, the functions of \(\mathbf x'\) are left-hand solutions, which in general differ from the right-hand ones. With spherical spin-orbit coupling alone the radial functions are still shared: in spin-angular functions of fixed \(j\), each radial equation is its own transpose, and only the spin-angular function of \(\hat{\mathbf x}'\) is conjugated.

Two numerical precautions matter at high \(l\). The elements \(t_l\) fall and the elements \(g\) grow by many orders of magnitude, so one inverts the scaled matrix: with \(s=\sqrt t\), on either branch used consistently, \(\tau=s(1-sgs)^{-1}s\), as follows from \(t^{-1}-g=s^{-1}(1-sgs)s^{-1}\). Gaunt integrals obtained by quadrature must be set to exact zero outside their selection rules, because a rounding residue multiplies a very large \(h_{l''}\).

For a square well \(v=V_0\), with \(q=\sqrt{\kappa(E-V_0)}\) and \(z=qS\), the functions are \(Z_l=A_lj_l(qr)\) and \(J_l=B_lj_l(qr)+C_ly_l(qr)\). Matching \(J_l\) to \(f=j_l(kS)\) and \(f'=(k/q)j_l'(kS)\) is a two-by-two system with determinant \(1/z^2\), so \(B_l=z^2[f\,y_l'(z)-f'y_l(z)]\) and \(C_l=z^2[j_l(z)f'-j_l'(z)f]\). Equation (26) becomes \(A_lC_l/q=-\kappa\).

## 11. Worked example: two wells

The model has two square wells, labelled N and O, on the \(z\) axis. All parameters are chosen inputs, and the wells are not atomic potentials. Site N is at the origin with \(S_N=48\) pm and \(V_N=-60\) eV, site O is at \(R=115\) pm along \(+z\) with \(S_O=44\) pm and \(V_O=-90\) eV, and \(E=(10+2i)\) eV, \(l_{\max}=18\). The source \(\mathbf r'\) is 12 pm from N at polar angle 60° and azimuth 0°. Point \(a\) is 30 pm from N at 100°, 40°, and point \(b\) is 25 pm from O at 120°, 70°.

With \(\kappa=1.638199\times10^{38}\ \mathrm{J^{-1}m^{-2}}\) and \(E=(1.602177+0.320435i)\times10^{-18}\) J, \(\kappa E=(2.62468+0.52494i)\times10^{20}\ \mathrm{m^{-2}}\), whose root is \(k=(1.628089+0.161213i)\times10^{10}\ \mathrm{m^{-1}}\). Inside, \(q_N=(4.286786+0.061227i)\times10^{10}\) and \(q_O=(5.123423+0.051229i)\times10^{10}\ \mathrm{m^{-1}}\). Equation (14) gives, in \(\mathrm{J\,m^3}\):

| \(l\) | \(t^N_l\) | \(t^O_l\) |
|---|---|---|
| 0 | \((0.32350-4.00303i)\times10^{-49}\) | \((1.49848-3.29451i)\times10^{-49}\) |
| 1 | \((-2.15985-0.56049i)\times10^{-50}\) | \((-2.53638-0.71014i)\times10^{-50}\) |
| 2 | \((-2.69323-1.09096i)\times10^{-52}\) | \((-2.34339-0.95565i)\times10^{-52}\) |

The normalization at \(S_N\) for \(l=0\) goes as follows. Here \(kS_N=0.781483+0.077382i\) and \(J_0(S_N)=j_0(kS_N)=0.902099-0.018964i\). Dividing by \(t_0^N\) gives \(j_0/t_0=(0.22800+2.23512i)\times10^{48}\). The Hankel term is \(-i\kappa kh_0=-\kappa e^{ikS}/S\), with \(\kappa/S_N=3.41291\times10^{48}\), \(e^{-0.077382}=0.92554\), \(\cos0.781483=0.70987\) and \(\sin0.781483=0.70433\), which gives \((-2.24232-2.22483i)\times10^{48}\). The sum is \(Z_0(S_N)=(-2.0143+0.0103i)\times10^{48}\ \mathrm{J^{-1}m^{-3}}\), as printed. The imaginary parts nearly cancel, a remnant of the exact cancellation in (15).

At the real energy 10 eV, matching \(\sin qr\) to \(\sin(kr+\delta_0)\) gives \(\delta_0=\arctan[(k/q)\tan qS]-kS\). With \(k=1.620088\times10^{10}\ \mathrm{m^{-1}}\) and \(q=k\sqrt{70/10}\), one has \(kS=0.77764\), \(qS=2.05745\), \(\tan qS=-1.8900\) and \(\arctan(-0.71436)=-0.62030\), so \(\delta_0=-1.39794+\pi=1.74365\) rad modulo \(\pi\). This is close to \(\pi/2\), so the s wave of well N scatters near the unitarity limit.

The single-sphere radial function between 12 and 30 pm follows from (25). With \(Z_0(30)=(-3.498082-0.055350i)\times10^{48}\), the product \(t_0Z_0(30)\) is \(-0.135321+1.398503i\). Subtracting \(J_0(30)=0.648432-0.002121i\) gives \(-0.783753+1.400623i\), and multiplying by \(Z_0(12)=(-4.482420-0.105109i)\times10^{48}\) gives \((3.66033-6.19580i)\times10^{48}\ \mathrm{J^{-1}m^{-3}}\). Direct finite-difference inversion of \(E-H_l\) gives the same seven digits, as it does for \(l=1\), \((-1.365057-0.152658i)\times10^{48}\), and \(l=2\), \((-2.261232-0.023803i)\times10^{47}\). For a second potential, \(v=-120\ \mathrm{eV}\,(1-r^2/S_N^2)\), the integrated solutions give \(W[Z_0,J_0]=-1.638199\times10^{38}\) at 12 pm, equal to \(-\kappa\), with an imaginary residue of \(6\times10^{25}\) from the integrator.

The structure constant (9) has \(kR=1.872302+0.185394i\), \(\kappa/R=1.42452\times10^{48}\) and \(e^{-0.185394}=0.83078\). With \(\cos1.872302=-0.29696\) and \(\sin1.872302=0.95489\), \(g_{00,00}=(0.35144-1.13007i)\times10^{48}\ \mathrm{J^{-1}m^{-3}}\). If only s waves were kept, inverting the two-by-two matrix (18) would give \(\tau^{NN}=t^N_0/(1-gt_0^Ngt_0^O)\). Here \(gt_0^N=-0.4410-0.1772i\) and \(gt_0^O=-0.3196-0.2851i\), their product is \(0.0904+0.1824i\), and the estimate is \((1.190-4.162i)\times10^{-49}\). The full value is \(\tau^{NN}_{00,00}=(0.99349-3.97679i)\times10^{-49}\ \mathrm{J\,m^3}\), so the higher partial waves matter. The neighbour also mixes angular momenta on N, \(\tau^{NN}_{00,10}=(-5.874-4.181i)\times10^{-51}\), and \(\tau^{ON}_{00,00}=(-1.38889+1.00048i)\times10^{-49}\).

At \(r'=30\) pm the required jump is \(\kappa/r'^2=1.638199\times10^{38}/(9\times10^{-22})=1.820221\times10^{59}\ \mathrm{J^{-1}m^{-4}}\). One-sided differences of the full \(l=l'=0\) component give \((1.031963+0.972349i)\times10^{59}\) above and \((-0.788258+0.972349i)\times10^{59}\) below. The real parts differ by \(1.820221\times10^{59}\) and the imaginary parts are equal: the jump is real even at complex energy. The ratios to \(\kappa/r'^2\) are 0.9999999 for \(l=1\) and 0.9999998 for \(l=3\), a finite-difference error that grows with \(l\), and 0.0000000 for the off-diagonal pair \(l=0\), \(l'=1\). With the source at the centre, linear extrapolation of \(rG\) gives \(-1.303638\times10^{37}\) against \(-\kappa/4\pi=-1.303637\times10^{37}\ \mathrm{J^{-1}m^{-2}}\).

For the same-site pair, in units of \(10^{47}\ \mathrm{J^{-1}m^{-3}}\), \(Z\tau Z=-0.928519-5.158794i\) and \(ZJ=-3.044821-0.059022i\), so \(G(a,\mathbf r')=2.116302-5.099771i\). Dropping \(ZJ\) from the imaginary part would change it by 0.059, which is 1.2 percent of \(|\operatorname{Im}G|=5.100\), for this pair of points at this energy. The neighbour's contribution is \(F=Z(\tau-t)Z=0.861678+0.036220i\), about 16 percent of \(|G|\). The free value is \(G_0=-4.550302-1.981083i\). The real part of \(G\) has the opposite sign to that of \(G_0\) at this separation, so the negative \(1/d\) singularity does not yet dominate. The single-sphere s wave found above contributes \(36.6033/4\pi=2.913\) to the real part. The single-sphere total is \(\operatorname{Re}(G-F)=1.255\), so the higher single-sphere waves give \(-1.658\), and the neighbour adds \(0.862\).

Between the sites, in units of \(10^{46}\ \mathrm{J^{-1}m^{-3}}\), \(G(b,\mathbf r')=Z\tau Z=-6.886895+6.909697i\). The free value is \(0.400921-11.26242i\) and the value with well N alone is \(16.40712+2.374062i\); each well turns the phase by a large angle. Cutting at \(l_{\max}=2\) gives \(-6.868829+6.708200i\), off by 0.202 in modulus against \(|G|=9.756\), or 2.1 percent. Cutting at 6 gives \(-6.886793+6.909828i\), a relative error of \(1.7\times10^{-5}\). The 2 percent is large compared with the dimensionless strength \(|\kappa kt_2^N|\approx2.68\times10^{48}\times2.91\times10^{-52}=8\times10^{-4}\) of the last wave kept. The reason is in (22): the factors \(t_l\) in \(\tau\) are divided out by \(Z=R/t\), and what remains includes the geometric expansion (8). By the bound of section 4, the high terms of that expansion are limited by powers of ratios such as \(x/(R-x')\), which do not involve \(t_l\). A small phase shift at \(l_{\max}\) therefore does not by itself show that the Green function has converged.

## 12. What the numerical check tests

The numerical check below verifies (5) symbolically for \(l\le3\), both expansions (6) and (8) against the closed form of \(G_0\), the normalization (13) by quadrature, and the real-energy relations against the closed s-wave phase shift. It compares (25) with a finite-difference inversion of the radial operator in an 8 nm box, which uses no Bessel functions, for the square and the parabolic well, and it measures (27) and (28). The matrix \(\tau\) is tested by three-dimensional quadrature with the closed-form \(G_0\), independent of the structure constants. With the source at the centre of N, both sides of \(G=G_0+G_0VG\) at point \(b\) equal \((-8.428290+8.412366i)\times10^{46}\ \mathrm{J^{-1}m^{-3}}\). With the source off centre, subtracting \(G_N=G_0+G_0v_NG_N\) gives \(F=G_0v_NF+G_0v_OG\) for \(F=G-G_N\), whose fields are free of the source singularity, and this holds at \(a\) and \(b\) to all printed digits. For \(\operatorname{Im}E>0\) the integral equation has only one solution, since a solution of \(\psi=G_0V\psi\) would be a decaying eigenfunction of \(H\) at a non-real energy.

## Numbers as computed

```
kappa = 2m/hbar^2 = 1.638199e+38 J^-1 m^-2 ; 1 eV = 1.602177e-19 J
inputs: R = 115 pm, S_N = 48 pm, S_O = 44 pm, lmax = 18
inputs: V_N = -60 eV = -9.613060e-18 J, V_O = -90 eV = -1.441959e-17 J
source r': 12 pm, theta 60 deg, phi 0 deg (from N)
point a: 30 pm, theta 100, phi 40 deg (from N); b: 25 pm, 120, 70 deg (from O)
E = (10+2i) eV = 1.602177e-18 +3.204353e-19i J
k = 1.628089e+10 +1.612126e+09i m^-1
q_N = 4.286786e+10 +6.122731e+08i m^-1
q_O = 5.123423e+10 +5.122911e+08i m^-1
t_N l=0 = 3.235039e-50 -4.003031e-49i J m^3
t_O l=0 = 1.498480e-49 -3.294507e-49i J m^3
t_N l=1 = -2.159849e-50 -5.604910e-51i J m^3
t_O l=1 = -2.536380e-50 -7.101398e-51i J m^3
t_N l=2 = -2.693228e-52 -1.090962e-52i J m^3
t_O l=2 = -2.343389e-52 -9.556530e-53i J m^3
Z_N l=0 at S = -2.014315e+48 +1.028525e+46i J^-1 m^-3
J_N l=0 at S = 9.020994e-01 -1.896429e-02i 
Z_N l=0 at 12 pm = -4.482420e+48 -1.051093e+47i J^-1 m^-3
Z_N l=0 at 30 pm = -3.498082e+48 -5.535037e+46i J^-1 m^-3
J_N l=0 at 30 pm = 6.484321e-01 -2.120531e-03i 
g_ON(00,00) = 3.514382e+47 -1.130073e+48i J^-1 m^-3
tau_NN(00,00) = 9.934884e-50 -3.976791e-49i J m^3
tau_NN(00,10) = -5.874078e-51 -4.181470e-51i J m^3
tau_NN(10,10) = -2.130002e-50 -4.876387e-51i J m^3
tau_ON(00,00) = -1.388894e-49 +1.000484e-49i J m^3
E = 10 eV real: k = 1.620088e+10 m^-1, delta_0(N) mod pi = 1.743651 rad
parabolic well: v = -120 eV (1 - r^2/S_N^2)
square g_0(30,12) ZtZ-ZJ = 3.660331e+48 -6.195802e+48i J^-1 m^-3
square g_0 finite diff = 3.660331e+48 -6.195802e+48i J^-1 m^-3
parabolic g_0(30,12) = 6.499001e+48 -7.746638e+48i J^-1 m^-3
parabolic r^2 W[Z,J] at 12 pm = -1.638199e+38 +5.988755e+25i J^-1 m^-2
square g_1(30,12) ZtZ-ZJ = -1.365057e+48 -1.526584e+47i J^-1 m^-3
square g_1 finite diff = -1.365057e+48 -1.526584e+47i J^-1 m^-3
square g_2(30,12) ZtZ-ZJ = -2.261232e+47 -2.380342e+45i J^-1 m^-3
square g_2 finite diff = -2.261232e+47 -2.380342e+45i J^-1 m^-3
kappa/r'^2 at 30 pm = 1.820221e+59 J^-1 m^-4
slope above, l=l'=0 = 1.031963e+59 +9.723486e+58i J^-1 m^-4
slope below, l=l'=0 = -7.882580e+58 +9.723486e+58i J^-1 m^-4
|jump|/(kappa/r'^2), l=0, l'=0: 1.0000000
|jump|/(kappa/r'^2), l=1, l'=1: 0.9999999
|jump|/(kappa/r'^2), l=3, l'=3: 0.9999998
|jump|/(kappa/r'^2), l=0, l'=1: 0.0000000
lim r G(r,0) = -1.303638e+37, -kappa/4pi = -1.303637e+37 J^-1 m^-2
G(b,N centre) formula = -8.428290e+46 +8.412366e+46i J^-1 m^-3
G(b,N centre) G0+G0VG = -8.428290e+46 +8.412366e+46i J^-1 m^-3
G(b,r') Z tau Z = -6.886895e+46 +6.909697e+46i J^-1 m^-3
G(b,r') integral equation = -6.886895e+46 +6.909697e+46i J^-1 m^-3
G0(b,r') = 4.009214e+45 -1.126242e+47i J^-1 m^-3
G_N(b,r') single well = 1.640712e+47 +2.374062e+46i J^-1 m^-3
F(a,r') Z(tau-t)Z = 8.616779e+46 +3.622022e+45i J^-1 m^-3
F(a,r') integral equation = 8.616779e+46 +3.622022e+45i J^-1 m^-3
Z tau Z (a,r') = -9.285188e+46 -5.158794e+47i J^-1 m^-3
Z J (a,r') = -3.044821e+47 -5.902221e+45i J^-1 m^-3
G(a,r') = 2.116302e+47 -5.099771e+47i J^-1 m^-3
G0(a,r') = -4.550302e+47 -1.981083e+47i J^-1 m^-3
G(b,r') lmax=2 = -6.868829e+46 +6.708200e+46i J^-1 m^-3
G(b,r') lmax=6 = -6.886793e+46 +6.909828e+46i J^-1 m^-3
```
